# Kondo Spin Flips as a Coulomb Gas and an Inverse-Square Ising Chain

**Q:** An impurity spin flips while a whole Fermi sea responds. Why should its partition function reduce to a classical model on a line?

**A:** Because between flips the electrons see only a static potential, and free electrons can then be traced out. Take

$$H=H_{\rm band}+\frac{J_z}{2}S_z(n_\uparrow-n_\downarrow)+\frac{J_\perp}{2}\left(S^+\psi_\downarrow^\dagger\psi_\uparrow+S^-\psi_\uparrow^\dagger\psi_\downarrow\right).$$

Here $\psi_\sigma$ annihilates an electron in a normalised local orbital, $n_\sigma=\psi_\sigma^\dagger\psi_\sigma$, and positive $J_z$ is antiferromagnetic. There is no magnetic field. The band is particle-hole symmetric, with half bandwidth $D$ and density of states $\rho$ per spin at the Fermi level. Imaginary time $\tau$ runs from 0 to $\mathcal T=\hbar\beta$.

Expanding in the flip term $H_\perp$ gives

$$Z=\sum_m\left(-\frac1\hbar\right)^m\int_{\tau_1<\dots<\tau_m}d\tau_1\cdots d\tau_m\,{\rm Tr}\left[e^{-\beta H_\parallel}H_\perp(\tau_m)\cdots H_\perp(\tau_1)\right],$$

where $H_\parallel$ is the rest of $H$. For spin one half $(S^+)^2=(S^-)^2=0$, so the flips alternate. The trace requires the spin to return to its initial state, so $m=2n$. The prefactor is therefore $(J_\perp/2\hbar)^{2n}$, and each term is a path $s(\tau)=2S_z=\pm1$.

**Q:** The electron operators at the flips mix both spins. How do they separate, and what about fermion signs?

**A:** Let $a_i$ be the times of upward flips and $b_i$ those of downward flips. An upward flip carries $\psi_\downarrow^\dagger\psi_\uparrow$, a downward one $\psi_\uparrow^\dagger\psi_\downarrow$. These pairs commute under time ordering, so I may group one $a$ with one $b$:

$$\psi_\downarrow^\dagger(a)\psi_\uparrow(a)\psi_\uparrow^\dagger(b)\psi_\downarrow(b)=[\psi_\uparrow(a)\psi_\uparrow^\dagger(b)]\,[\psi_\downarrow^\dagger(a)\psi_\downarrow(b)].$$

Moving $\psi_\downarrow^\dagger$ past two fermion operators costs no sign. On a fixed path, spin $\sigma=\pm1$ sees $V_\sigma(\tau)=\sigma J_zs(\tau)/4$. With $G(\tau,\tau')=-\langle T\psi(\tau)\psi^\dagger(\tau')\rangle$, Wick's theorem gives $(-1)^n\det G_\uparrow(a_i,b_j)$ for the first brackets. Reversing each second bracket gives another $(-1)^n$, which cancels the one from the definition of $G_\downarrow$. Hence

$$Z=\sum_{s(0)=\pm}\sum_n\left(\frac{J_\perp}{2\hbar}\right)^{2n}\int d^{2n}\tau\,(-1)^nZ_\uparrow[V]Z_\downarrow[V]\det G_\uparrow(a_i,b_j)\det G_\downarrow(b_i,a_j).$$

$Z_\sigma[V]$ is the trace of the electrons of spin $\sigma$ in their potential. Nothing has been approximated yet. For a cluster with two band levels (energies $-0.6$ and $0.9$, local-orbital amplitudes $0.6$ and $0.8$, $\beta=2$, $J_z=0.7$, in one arbitrary energy unit), the coefficients of $J_\perp^2$ and $J_\perp^4$ in $Z$ were tested against diagonalization; they agree at 5.785770 and 0.383638.

**Q:** Those determinants still depend on the whole path. Where do logarithms enter?

**A:** Through the slow decay of the local Green function. Without a potential, for $0<\tau<\mathcal T$ and $\tau,\mathcal T-\tau\gg\hbar/D$,

$$g(\tau)=-\rho\int d\epsilon\,\frac{e^{-\epsilon\tau/\hbar}}{1+e^{-\beta\epsilon}}=-\frac{\rho\hbar}{\ell(\tau)},\qquad \ell(\tau)=\frac{\mathcal T}{\pi}\sin\frac{\pi\tau}{\mathcal T}.$$

The substitution $x=-\beta\epsilon$ turns this into $\int dx\,e^{cx}/(1+e^x)=\pi/\sin\pi c$ with $c=\tau/\mathcal T$. In frequency, for $\hbar|\omega_n|\ll D$, $g(i\omega_n)/\hbar=\int\rho\,d\epsilon/(i\hbar\omega_n-\epsilon)=-i\pi\rho\,{\rm sgn}\,\omega_n$. The real part vanishes by particle-hole symmetry. Below I use this form at all frequencies, which is the limit of an infinitely wide band; it is reliable for times long compared with $\hbar/D$.

**Q:** That is the function without a potential. Perturbation theory in a switched potential would be hopeless at long times.

**A:** It can be summed. The equation is

$$G(\tau,\tau')=g(\tau-\tau')+\frac1\hbar\int d\tau''g(\tau-\tau'')V(\tau'')G(\tau'',\tau').$$

Let $P_\pm$ keep the parts $e^{-i\omega_n\tau}$ with positive or negative $\omega_n$. Then $g/\hbar$ acts as $-i\pi\rho(P_+-P_-)$. Write $h(\tau)=G(\tau,\tau')$, $\kappa=\pi\rho\hbar$ and $\theta=\arctan(\pi\rho V)$, so that $1\pm i\pi\rho V=e^{\pm i\theta}/\cos\theta$. The positive and negative parts of the equation say that

$$F_-=\frac{e^{i\theta}h}{\cos\theta}+i\kappa\delta(\tau-\tau'),\qquad F_+=\frac{e^{-i\theta}h}{\cos\theta}-i\kappa\delta(\tau-\tau')$$

contain only negative and only positive frequencies, respectively. Eliminating $h$ gives $F_--i\kappa\delta=e^{2i\theta}(F_++i\kappa\delta)$.

Split $\theta=\theta_0+\theta_++\theta_-$ into its constant, positive-frequency and negative-frequency parts, and multiply by $e^{-2i\theta_-}$:

$$e^{-2i\theta_-}F_--e^{2i(\theta_0+\theta_+)}F_+=i\kappa\,\delta(\tau-\tau')\,e^{-2i\theta_-(\tau')}\left[1+e^{2i\theta(\tau')}\right].$$

The first term has only negative frequencies and the second only positive ones. The bracket equals $2\cos\theta(\tau')e^{i\theta(\tau')}$. The negative part of the delta function is a geometric series,

$$P_-\delta(\tau)=\frac1{\mathcal T}\sum_{k\ge0}e^{i(2k+1)\pi\tau/\mathcal T}=\frac{i}{2\mathcal T\sin(\pi\tau/\mathcal T)}.$$

Projecting gives $F_-$, and $h=\cos\theta\,e^{-i\theta}F_-$ for $\tau\ne\tau'$. The factors combine as $i\kappa\cdot2\cdot i/(2\mathcal T\sin)=-\rho\hbar/\ell$, so

$$G(\tau,\tau')=g(\tau-\tau')\cos\theta(\tau)\cos\theta(\tau')e^{X(\tau)-X(\tau')},\qquad X=i(\theta_--\theta_+).$$

The exponent was $-i\theta+2i\theta_-$; its constant part $-i\theta_0$ cancels in the difference.

**Q:** What is $X$ for a potential that jumps?

**A:** If $\theta$ jumps by $\Delta_j$ at $\tau_j$, then $\theta'=\sum_j\Delta_j\delta(\tau-\tau_j)$. In $\theta=\sum_m\theta_me^{-2\pi im\tau/\mathcal T}$ this means $\theta_m=(i/2\pi m)\sum_j\Delta_je^{2\pi im\tau_j/\mathcal T}$ for $m\neq0$. Inserting it,

$$X(\tau)=\sum_j\frac{\Delta_j}{\pi}\sum_{m\ge1}\frac{\cos[2\pi m(\tau-\tau_j)/\mathcal T]}{m}=-\sum_j\frac{\Delta_j}{\pi}\ln\left|2\sin\frac{\pi(\tau-\tau_j)}{\mathcal T}\right|.$$

Since $\sum_j\Delta_j=0$ on the closed time circle, $|2\sin|$ may be replaced by $\ell/\tau_c$ with any fixed time $\tau_c$.

**Q:** You need $X$ at the flips themselves, where it diverges.

**A:** The divergence belongs to the infinitely wide band. A finite band smears the response over a time of order $\hbar/D$. I set $\tau_c=\hbar/D$ and cut the logarithm there. The result is an unknown constant factor per flip. The contribution of distant flips to $X$ barely varies over the smeared region, so this factor is the same for every flip when all separations greatly exceed $\hbar/D$. The asymptotic argument fixes the dependence on separation, but not that constant.

**Q:** There is also $Z_\sigma[V]$, the cost of switching the potential.

**A:** Vary the potential: $\delta\ln Z_\sigma=-\hbar^{-1}\int d\tau\,\delta V\,G(\tau,\tau^+)$, since $G(\tau,\tau^+)=\langle\psi^\dagger\psi\rangle$. Expand $G$ about the midpoint of its two times, with $u=\tau-\tau'$:

$$G\simeq-\frac{\rho\hbar}{u}\cos^2\theta\,(1+uX')=-\frac{\rho\hbar\cos^2\theta}{u}-\rho\hbar\cos^2\theta\,X'.$$

The product of cosines has no linear term about the midpoint. The first part is that of a constant potential; at short times the full static function replaces it, and it gives a local free energy. One electron spin sees $+J_z/4$ and the other $-J_z/4$ in either impurity state, so the total static part is the same along the path and drops out relative to the flip-free weight.

The second part contributes $\rho\int d\tau\,\delta V\cos^2\theta\,X'$. Because $\delta\theta=\pi\rho\cos^2\theta\,\delta V$, this is $\pi^{-1}\int d\tau\,\delta\theta\,X'$. In Fourier components $X'_m=-(2\pi|m|/\mathcal T)\theta_m$, so the expression is a symmetric bilinear form in $\delta\theta$ and $\theta$. It integrates to half its diagonal value:

$$\ln Z_\sigma=\frac1{2\pi}\int d\tau\,\theta X'=-\frac1{2\pi}\sum_i\Delta_iX(\tau_i)=\frac1{\pi^2}\sum_{i<j}\Delta_i\Delta_j\ln\frac{\ell_{ij}}{\tau_c}+\text{constants}.$$

Here $\ell_{ij}=\ell(|\tau_i-\tau_j|)$, static terms are omitted, and the constants are one per flip.

**Q:** Then assemble the pieces. I want to see every factor of two.

**A:** Give an upward flip charge $q=+1$ and a downward one $q=-1$, and define $\delta=\arctan(\pi\rho J_z/4)$. For up electrons $\theta=\delta s$, so $\Delta_i=2\delta q_i$. Three factors arise.

1. The potential factor has exponent $(4\delta^2/\pi^2)\sum_{i<j}q_iq_j\ln(\ell_{ij}/\tau_c)$.

2. The exponentials $e^{X(a_i)-X(b_j)}$ leave the determinant as $e^{\sum_iq_iX(\tau_i)}$. Its exponent is $-(2\delta/\pi)\sum_{i\ne j}q_iq_j\ln(\ell_{ij}/\tau_c)$, up to self terms. Each pair occurs twice, giving $-(4\delta/\pi)\sum_{i<j}$.

3. There remains $\det[1/\ell(a_i-b_j)]$. With $u_i=e^{2\pi ia_i/\mathcal T}$ and $w_j=e^{2\pi ib_j/\mathcal T}$ its modulus is, up to a constant per flip, that of $\det[1/(u_i-w_j)]$. Multiplied by $\prod_{ij}(u_i-w_j)$, this determinant is a polynomial of degree $n(n-1)$, antisymmetric in the $u$ and in the $w$. It must be a constant times $\prod_{i<j}(u_i-u_j)(w_i-w_j)$. Letting $u_1\to w_1$ and comparing the poles reduces $n$ to $n-1$, so the constant is $\pm1$. Equal charges thus appear in the numerator and opposite charges in the denominator: the exponent is $+1\cdot\sum_{i<j}q_iq_j\ln(\ell_{ij}/\tau_c)$.

The sum of coefficients is $1-4\delta/\pi+4\delta^2/\pi^2=(1-2\delta/\pi)^2$. For down electrons both the annihilation charges and the jumps change sign, so the result is the same. As $g$ is odd, $\det g(b_i-a_j)=(-1)^n\det g(a_i-b_j)$; this cancels the remaining $(-1)^n$ and makes the asymptotic weight positive. Relative to the flip-free trace $W_0$ of one impurity state,

$$\frac{Z}{W_0}\simeq\sum_{s(0)=\pm}\sum_ny^{2n}\int\prod_i\frac{d\tau_i}{\tau_c}\exp\left[\alpha\sum_{i<j}q_iq_j\ln\frac{\ell_{ij}}{\tau_c}\right],\qquad \alpha=2\left(1-\frac{2\delta}{\pi}\right)^2.$$

This is the Anderson-Yuval-Hamann gas: alternating charges on a circle, with opposite charges attracting logarithmically. The $\simeq$ matters. The weight is derived for distant flips, while the integral also includes close ones, whose treatment depends on the cutoff.

**Q:** Is the fugacity just $\rho J_\perp/2$?

**A:** At $J_z=0$, yes. Two flips then weigh $(J_\perp/2\hbar)^2(\rho\hbar/\ell)^2=(\rho J_\perp/2)^2/\ell^2$. For $J_z\ne0$ the unknown constant per flip enters. Moreover, the weight at given times cannot depend on the chosen $\tau_c$, so $y\propto\tau_c^{1-\alpha/2}$.

**Q:** I distrust cut-off logarithms. Is the exponent really right at strong coupling?

**A:** The determinants were evaluated for a flat band with $D=1$ eV, without the asymptotic formulas. Between separations of 50 and 200 $\hbar/D$ at $k_BT=D/400$, the two-flip exponent is:

| $J_z$ (eV) | determinants | $\alpha$ |
|---:|---:|---:|
| 0.40 | 1.623 | 1.623 |
| 1.60 | 0.827 | 0.827 |
| −1.60 | 3.684 | 3.684 |

At $J_z=1.60$ eV the potential factor alone, for both electron spins, gives exponent 0.2551, as does $2(2\delta/\pi)^2$. The propagator in a switched potential differs from its formula by 0.7 % of the formula value, with its end points 32 $\hbar/D$ from the nearest jump. These comparisons are tests of the separate steps as well as of their sum.

**Q:** Now the Ising chain. A gas of charges is not yet a spin model.

**A:** The charges are domain walls. Put spins $S_i=\pm1$ on a ring of $M=\mathcal T/\tau_c$ sites with weight

$$\exp\left[K_1\sum_iS_iS_{i+1}+K_2\sum_{i<j}R(i-j)S_iS_j\right],\qquad R(r)=\frac{(\pi/M)^2}{\sin^2(\pi r/M)}.$$

For $r\ll M$, $R\to1/r^2$. Define $U(0)=0$, $U(1)=\frac12\sum_{r=1}^{M-1}R(r)$ and

$$U(r+1)-2U(r)+U(r-1)=-R(r),\qquad 1\le r\le M-1.$$

The first differences run from $U(1)$ to $-U(1)$ antisymmetrically because $R(r)=R(M-r)$. Their sum vanishes, so $U$ is periodic. Let $d_i=S_i-S_{i-1}$, which is $2q$ at a wall and zero elsewhere. Shifting summation indices gives

$$\frac12\sum_{ij}d_id_jU(i-j)=\frac12\sum_{ij}S_iS_j[2U(i-j)-U(i-j+1)-U(i-j-1)]$$
$$=\sum_{i<j}R(i-j)S_iS_j-MU(1).$$

For the aligned ring the left side is zero, so $MU(1)$ is its long-range sum. Relative to alignment, the long-range exponent is thus $4K_2\sum_{a<b}q_aq_bU(r_{ab})$. This kink form is an identity, and it passed a test on a random spin configuration.

**Q:** But $U$ is not a logarithm.

**A:** Only asymptotically. For $M\to\infty$, the first difference is $U(r+1)-U(r)=\sum_{k>r}k^{-2}$. Summing it,

$$U(r)=\sum_{k=1}^r\frac1k+r\sum_{k>r}\frac1{k^2}\longrightarrow\ln r+\gamma+1,$$

where $\gamma$ is Euler's constant. On a large ring, $\ln[(M/\pi)\sin(\pi r/M)]$ has second derivative $-R(r)$. Symmetry under $r\to M-r$ forbids an added linear term, and small $r/M$ fixes the constant $1+\gamma$.

Each wall costs $-2K_1$ in the exponent. Neutrality gives $0=(\sum q)^2=2n+2\sum_{a<b}q_aq_b$, so the pair sum of charges is $-n$. The constant in $U$ therefore contributes $-4nK_2(1+\gamma)$, or $-2K_2(1+\gamma)$ per wall. Matching the two weights gives

$$K_2=\frac\alpha4=\frac12\left(1-\frac{2\delta}\pi\right)^2,\qquad y=e^{-2K_1-2K_2(1+\gamma)}.$$

**Q:** Put numbers in, and show me where the equivalence stops.

**A:** Take $J_z=J_\perp=0.40$ eV with the same flat band, so $\rho=0.50$ eV$^{-1}$ and $\rho J=0.20$. Then $\delta=\arctan(0.20\pi/4)=0.156$ and $\alpha=2(0.9008)^2=1.623$. Hence $K_2=0.406$. The time unit is $\hbar/D=0.658$ fs, and $M=400$ corresponds to 29.0 K.

The two-flip determinant at separation 200 $\hbar/D$ fixes $y=0.111$, compared with $\rho J_\perp/2=0.100$. Therefore $K_1=-\frac12\ln0.1106-0.4057\times1.577=0.461$.

No further adjustment is made. At separation 2 $\hbar/D$ the logarithmic weights are −5.769 for Kondo and −5.561 for Ising: the Kondo weight is 19 % below the Ising one. At 5 $\hbar/D$ it is 1.4 % below, and at 10 $\hbar/D$ about 0.1 %. At 50 $\hbar/D$, or 32.9 fs, both logarithms are −10.7115. A four-flip path with segments of 60, 60, 120 and 160 $\hbar/D$ gives −21.9163 in both models.

**Q:** Does this tell me whether the impurity spin is screened?

**A:** It gives an indication, not a proof. Consider independent close pairs at zero temperature. Per time $\tau_c$, pairs of length $x\tau_c$ occur with density $y^2x^{-\alpha}dx$, and each reverses the spin for a time $x\tau_c$. Up to length $x_m$, the reversed fraction is

$$f\simeq y^2\int_1^{x_m}x^{1-\alpha}dx=y^2\,\frac{x_m^{2-\alpha}-1}{2-\alpha}.$$

For $\alpha>2$ it stays finite as $x_m\to\infty$, and small when $y^2\ll\alpha-2$. For $\alpha<2$ it grows without limit, so the dilute-pair picture fails however small $y$ is. At $\alpha=2$, or $K_2=1/2$, it grows logarithmically. In the example, $x_m=200$ gives $f\approx0.0122\times6.4/0.377\approx0.2$, already a sizeable fraction.

Antiferromagnetic $J_z>0$ means $0<\delta<\pi/2$ and hence $0<\alpha<2$; ferromagnetic $J_z<0$ gives $2<\alpha<8$. At weak coupling $\delta\simeq\pi\rho J_z/4$, so $\alpha\simeq2-2\rho J_z$. The estimate treats pairs as independent and omits any effect of close pairs on the interaction between distant flips. It therefore does not locate the phase boundary at finite $y$; $\alpha=2$ marks only where the estimate changes character.

**Q:** And when should I refuse to use the mapping?

**A:** When the relevant flips are only a few $\hbar/D$ apart, or when $k_BT$ is comparable with $D$. The value of $Z$ itself is such a case: in the example about three quarters of the two-flip term comes from separations up to about 5 $\hbar/D$, and that term, relative to the flip-free one, is 9.9 for Kondo and 10.1 for Ising. The mapping fixes the weights of distant flips, not the value of $Z$. The formula for $\delta$ also assumed a particle-hole symmetric band with a finite, smooth density of states at the Fermi level. If that density vanishes there, $g$ no longer decays as $1/\tau$, and the derivation of the logarithms fails at its first step.

## Computed results

```
Small cluster: beta = 2.0 , Jz = 0.7 (energy unit 1)
 Z coefficient of Jp^2: diagonalization 5.785770, flips 5.785770
 Z coefficient of Jp^4: diagonalization 0.383638, flips 0.383638
Example: half bandwidth D = 1 eV, flat band
 rho = 0.50 per eV and spin, Jz = Jperp = 0.40 eV, rho*J = 0.20
 k_B T = 2.50 meV, T = 29.01 K
 hbar/D = 0.6582 fs, hbar*beta = 263.3 fs
 delta = 0.1558 rad, 1-2 delta/pi = 0.9008
 gas exponent alpha = 1.6229, 2-alpha = 0.3771
 fugacity y (tau_c = hbar/D) = 0.1106, rho*Jperp/2 = 0.1000
 Ising K2 = 0.4057, K1 = 0.4612, sites M = 400
Exponent from determinants at separations 50 and 200 hbar/D:
 Jz =  0.40 eV: delta =  0.1558 rad, determinants 1.6228, formula 1.6229
 Jz =  1.60 eV: delta =  0.5610 rad, determinants 0.8266, formula 0.8266
 Jz = -1.60 eV: delta = -0.5610 rad, determinants 3.6842, formula 3.6836
At Jz = 1.60 eV:
 potential-only exponent: determinants 0.2551, formula 0.2551
 switched <psi psi+>: exact 0.001077, formula 0.001070
 ln pair-pair factor: exact 0.5088, formula 0.5088
Largest error of logarithmic kink potential, r >= 20 sites: 2.1e-04
ln weight of two flips per (hbar/D)^2, example:
 separation   2 hbar/D =   1.32 fs: Kondo -5.7694, Ising -5.5610
 separation   5 hbar/D =   3.29 fs: Kondo -7.0355, Ising -7.0214
 separation  10 hbar/D =   6.58 fs: Kondo -8.1424, Ising -8.1411
 separation  20 hbar/D =  13.16 fs: Kondo -9.2603, Ising -9.2600
 separation  50 hbar/D =  32.91 fs: Kondo -10.7115, Ising -10.7115
 separation 100 hbar/D =  65.82 fs: Kondo -11.7079, Ising -11.7079
Four flips, segment lengths 60, 60, 120, 160 hbar/D:
 ln weight: Kondo -21.9163, Ising -21.9163
```
